# How Film Stress Recovers from a Free Edge

A film under thermal tension carries no net lateral force at a free vertical edge. If film and substrate have comparable moduli, half of the far stress is restored within one or two film thicknesses. The rest returns slowly. Let $s(x)$ be the thickness-averaged lateral stress at distance $x$ from the edge, divided by its far value. On a thick elastic substrate

$$
1-s(x)\simeq\frac{2\ell}{\pi x},\qquad \ell=h\,\frac{\bar E_f}{\bar E_s},\qquad x\gg h,\ell ,
$$

where $h$ is the film thickness and $\bar E=E/(1-\nu^2)$ is the plane-strain modulus of film ($f$) or substrate ($s$). "A distance of order the thickness" therefore describes half recovery. For equal moduli, 90% recovery takes $8h$ and 99% takes $67h$.

## The estimate

Far from the edge the film carries a force $\sigma_m h$ per unit length of edge; at the edge it carries none. The difference must enter through shear at the interface. If that shear is of order $\sigma_m$, the transfer needs a length of order $h$.

The substrate must then carry the same force. At distance $x$ the force has spread over a depth of order $x$, so the substrate stress is of order $\sigma_m h/x$ and its strain of order $\sigma_m h/(\bar E_s x)$. The bonded film follows this strain and loses stress $\bar E_f$ times as large. As a fraction of $\sigma_m$ the loss is of order $\ell/x$. This is a power law, with no exponential cut-off.

## Setting and far stress

Let $x$ point from the edge into the film, $y$ upward, and $z$ along the edge. The film occupies $x>0$, and the substrate surface is bare for $x<0$. Tension is positive. Both materials are linear, isotropic and perfectly bonded, and they have the same Poisson ratio $\nu$. The edge is long, so the strain along $z$ does not change when the edge is made: this is plane strain.

Cooling by $\Delta T$ with an expansion mismatch $\Delta\alpha$ forces the film to a mechanical strain $\varepsilon_m=\Delta\alpha\,\Delta T$ in both in-plane directions. Its top is free, so $\sigma_{yy}=0$ and $\sigma_{xx}=\sigma_{zz}=\sigma_m$. Hooke's law gives

$$
\varepsilon_m=\frac{\sigma_m-\nu\sigma_m}{E_f}
\quad\Longrightarrow\quad
\sigma_m=\frac{E_f\,\varepsilon_m}{1-\nu}.
$$

This uniform state would put a traction on the vertical face. By linearity, the true state is the uniform state plus the response to an edge traction that cancels it. Write $\Delta$ for the changes in that response. Since $\Delta\varepsilon_{zz}=0$,

$$
\Delta\sigma_{zz}=\nu(\Delta\sigma_{xx}+\Delta\sigma_{yy}).
$$

Inserting this into $E\,\Delta\varepsilon_{xx}=\Delta\sigma_{xx}-\nu\Delta\sigma_{yy}-\nu\Delta\sigma_{zz}$ gives

$$
E\,\Delta\varepsilon_{xx}=(1-\nu^2)\Delta\sigma_{xx}-\nu(1+\nu)\Delta\sigma_{yy}.
$$

Where $\Delta\sigma_{yy}=0$, this is $\Delta\sigma_{xx}=\bar E\,\Delta\varepsilon_{xx}$. The far stress thus involves $E_f/(1-\nu)$, while relaxation at the edge involves $\bar E_f$.

For a wide film on a very thick substrate, $h$ is the only length in the problem. Hence $s$ depends on $x/h$, $\bar E_f/\bar E_s$ and $\nu$ alone, and every recovery distance is proportional to $h$. Dimensional analysis does not say that the factor is near one.

## The force passed to the substrate

Let $\tau(x)$ be the shear traction that the film exerts on the substrate, positive toward the film interior. The film receives $-\tau$. Balance of a film slice of length $dx$ reads

$$
\sigma_m h\,[s(x+dx)-s(x)]-\tau\,dx=0
\quad\Longrightarrow\quad
\tau=\sigma_m h\,\frac{ds}{dx}.
$$

Since $s$ rises from 0 to 1, the total force on the substrate is $\int_0^\infty\tau\,dx=\sigma_m h$.

Next, the surface strain due to a tangential line force $P$ (per unit length) at the origin is needed. In polar coordinates, with $\varphi$ measured from the direction of the force, try

$$
\sigma_{rr}=-\frac{2P}{\pi}\frac{\cos\varphi}{r},\qquad \sigma_{\varphi\varphi}=\sigma_{r\varphi}=0 .
$$

The field satisfies each requirement:

- Radial equilibrium, $\partial_r\sigma_{rr}+\sigma_{rr}/r=0$, holds because $\sigma_{rr}\propto1/r$.
- Compatibility requires the sum of the in-plane stresses to be harmonic, and $\cos\varphi/r$ is.
- The surface is free of traction away from the origin.
- On a half-disc around the origin, the arc supplies the force $\int_0^\pi\sigma_{rr}\cos\varphi\,r\,d\varphi=-P$ along the surface, which balances $P$. The normal component contains $\int_0^\pi\cos\varphi\sin\varphi\,d\varphi=0$.

On the surface $\sigma_{yy}=0$, so the strain is $\sigma_{xx}/\bar E_s$:

$$
\varepsilon_{xx}(x)=-\frac{2P}{\pi\bar E_s\,x}.
$$

Material ahead of the force is compressed and material behind it is stretched, as the sign says.

Seen from far away, the interface shear is a line force $P=\sigma_m h$ near the edge. Normal tractions on the interface do not change this leading term. A normal line force has the same radial field with $\varphi$ measured from the normal, and $\cos\varphi$ then vanishes along the surface. The film shares the surface strain, so its stress changes by

$$
\sigma_m(s-1)=\bar E_f\left(-\frac{2\sigma_m h}{\pi\bar E_s x}\right),
$$

which is the tail stated at the start.

## The membrane equation

To describe smaller $x$, treat the film as a membrane: one strain through its thickness, no bending, no normal traction on the interface. Adding the strains of the forces $\tau(t)\,dt=\sigma_m h\,s'(t)\,dt$ gives

$$
s(x)=1-\frac{2\ell}{\pi}\,\mathrm{PV}\!\!\int_0^\infty\frac{s'(t)}{x-t}\,dt ,
$$

with PV the principal value. The equation contains only $\ell$, so membrane recovery distances are multiples of $\ell$.

It also shows how the tail is approached. Expand $1/(x-t)=1/x+t/x^2+\dots$ for the forces with $t<x$. The first term gives $2\ell/(\pi x)$. In the second, the tail itself has $s'\simeq2\ell/(\pi t^2)$, so $\int t\,s'\,dt$ grows as $(2\ell/\pi)\ln(x/\ell)$. The relative correction is of order $(\ell/x)\ln(x/\ell)$.

For a mesa of half-width $L$, measure $x$ from its centre and put $x=L\cos\phi$, $t=L\cos\theta$. The stress vanishes at both edges, so write $s=\sum_n b_n\sin n\theta$. Then $s'(t)\,dt=\sum_n n b_n\cos n\theta\,d\theta$. As $t$ runs from $-L$ to $L$, $\theta$ runs from $\pi$ to 0; reversing the limits changes the sign of the denominator:

$$
\mathrm{PV}\!\!\int_{-L}^{L}\frac{s'(t)\,dt}{x-t}
=\frac1L\sum_n n b_n I_n,\qquad
I_n=\mathrm{PV}\!\!\int_0^\pi\frac{\cos n\theta\,d\theta}{\cos\theta-\cos\phi}.
$$

With $q=\tan(\theta/2)$ and $Q=\tan(\phi/2)$,

$$
I_0=(1+Q^2)\,\mathrm{PV}\!\!\int_0^\infty\frac{dq}{Q^2-q^2}
=\frac{1+Q^2}{2Q}\left[\ln\left|\frac{Q+q}{Q-q}\right|\right]_0^\infty=0,
$$

because the logarithm vanishes at both ends and the contributions on the two sides of $q=Q$ cancel. Writing $\cos\theta=(\cos\theta-\cos\phi)+\cos\phi$ gives $I_1=\pi$. The same replacement in $2\cos\theta\cos n\theta=\cos(n+1)\theta+\cos(n-1)\theta$ gives $I_{n+1}+I_{n-1}=2\cos\phi\,I_n$ for $n\ge1$. The solution with these starting values is $I_n=\pi\sin n\phi/\sin\phi$. The membrane equation becomes

$$
\sum_n b_n\sin n\phi\left[1+\frac{2\ell n}{L\sin\phi}\right]=1 ,
$$

a linear system once it is imposed at a finite set of angles. A very wide mesa, $L=1000\ell$, represents a single edge below.

At the centre of a wide mesa the two edge tails add: the forces are opposite, but so are the directions in which the centre lies. Hence $1-s\simeq4\ell/(\pi L)$.

## Two cases with faster recovery

**Rigid substrate.** The force now goes into an immovable base, and the long-range strain disappears. Assume a film displacement

$$
u(x,y)=U(x)\,\tfrac32(2\eta-\eta^2),\qquad \eta=y/h .
$$

It is zero at the interface, has no vertical gradient at the top, and averages to $U$, since $\tfrac32(1-\tfrac13)=1$. With shear modulus $\mu$, and with the shear from vertical displacement neglected, the interface shear is $\tau=\mu\,\partial_yu|_0=3\mu U/h$. Neglecting $\Delta\sigma_{yy}$, the average stress change is $\bar E_fU'$. Force balance gives

$$
h\bar E_fU''=\frac{3\mu U}{h}
\quad\Longrightarrow\quad
U\propto e^{-x/\lambda},\qquad
\lambda=h\sqrt{\frac{\bar E_f}{3\mu}} .
$$

Since $E_f=2\mu(1+\nu)$, one has $\bar E_f=2\mu/(1-\nu)$ and

$$
\lambda=h\sqrt{\frac{2}{3(1-\nu)}} .
$$

For $\nu=0.25$ this is $0.94h$. The full elastic solution, read between $1.5h$ and $4h$, gives $1.05h$, and its decay length farther out settles at $1.046h$, so the estimate is about 10% low. Here recovery really is exponential over one thickness.

**Narrow crack.** Suppose a crack cuts the film down to the interface, with film on both sides. Each force $\tau(t)\,dt$ has a mirror partner of opposite sign at $-t$. In the membrane equation the kernel changes to

$$
\frac1{x-t}-\frac1{x+t}=\frac{2t}{x^2-t^2}\;\to\;\frac{2t}{x^2}\qquad(x\gg t),
$$

so the $1/x$ terms cancel and the deficit falls as $1/x^2$. Then $s'$ falls as $1/t^3$ and $\int t\,s'\,dt$ converges, which makes the result consistent. A crack disturbs the film over a shorter range than the edge of a wide trench.

## Comparison with full elasticity

The membrane model omits bending and shear through the film thickness, which matter near the edge unless $\ell$ is much larger than $h$. A finite-element solution of the plane-strain problem with $\nu=0.25$ includes them. Its recovery distances are:

| $\bar E_f/\bar E_s$ | 50% | 90% |
|---|---|---|
| 0.1 | $0.78h$ | $2.9h$ |
| 1 | $1.37h$ | $8.0h$ |
| 1.765 | $1.83h$ | $13.1h$ |
| 10 | $6.5h$ | $69h$ |

Doubling the thickness at modulus ratio 1.765, on a lateral mesh left unchanged, multiplies the half-recovery distance by 2.00. A coarser mesh changes that distance by 0.2%.

The tail formula alone puts 90% recovery at $2\ell/(0.1\pi)=6.4\ell$. For equal moduli this is $6.4h$ against the computed $8.0h$; the logarithmic correction has the right sign but supplies only part of the difference. The rest comes from bending and shear within the film, which the membrane model omits. The ratio of the computed deficit to $2\ell/(\pi x)$ falls from 1.10 at $30h$ to 1.02 at $200h$. For ratio 1.765, the logarithmic slope of the deficit between $50h$ and $200h$ is $-1.04$ at an edge and $-1.99$ at a crack.

The membrane solution reaches one half near $x=0.57\ell$. Adding a constant $0.8h$ gives

$$
x_{50}\approx0.8h+0.57\ell ,
$$

which reproduces the four half-recovery distances to about 10%. The constant is fitted to these values, not derived.

## A worked example

Take $h=0.5$ µm, $E_f=300$ GPa, $E_s=170$ GPa, $\nu=0.25$, $\Delta\alpha=2\times10^{-6}$ K$^{-1}$ and cooling by 1000 K. Then $\varepsilon_m=2\times10^{-3}$ and

$$
\sigma_m=\frac{300\ \text{GPa}\times2\times10^{-3}}{0.75}=800\ \text{MPa}.
$$

The plane-strain moduli are 320 and 181.3 GPa, so the ratio is 1.765 and $\ell=0.882$ µm. The average stress is:

| $x/h$ | $s$, full | $s$, membrane | stress (MPa) |
|---|---|---|---|
| 1 | 0.37 | 0.50 | 295 |
| 2 | 0.52 | 0.63 | 418 |
| 5 | 0.75 | 0.79 | 600 |
| 20 | 0.94 | 0.94 | 749 |

Recovery reaches 50% at 0.92 µm, 90% at 6.5 µm and 99% at 59 µm. The membrane overestimates the stress close to the edge and is accurate to about 0.01 in $s$ from $10h$ outward.

The average hides a strong variation through the thickness. At $x=h$, where $s=0.37$, the normalized stress averages about 0.07 over the top $0.16h$ of the film and 0.73 over the lowest $0.03h$. At the bonded corner itself linear elasticity gives a singular stress, so no peak value is quoted.

The stress along the edge does not vanish either. At the top corner both faces are free, so $\Delta\sigma_{xx}=-\sigma_m$ and $\Delta\sigma_{yy}=0$. Hence

$$
\sigma_{zz}=\sigma_m-\nu\sigma_m=(1-\nu)\sigma_m=600\ \text{MPa}.
$$

A crack running perpendicular to the edge still meets this tension.

For a long channel crack through the film, let $\delta(y)$ be its opening. Removing the traction $\sigma_m$ from the crack faces releases $\tfrac12\int_0^h\sigma_m\delta\,dy$ per unit length. Dividing by the crack area per unit length, $h$, gives

$$
G=\tfrac12\sigma_m\langle\delta\rangle=Z\,\frac{\sigma_m^2h}{\bar E_f}.
$$

The energy scale $\sigma_m^2h/\bar E_f$ is 1.00 J/m² and the computed $Z$ is 2.50, rising to about 2.52 when the mesh at the singular crack tip is refined, so $G=2.5$ J/m². For equal moduli the computed $Z$ is 1.97, and 1.975 on the refined mesh. An independent value follows from the standard edge-crack result $G(a)=1.1215^2\pi\sigma_m^2a/\bar E$ for depth $a$. Deepening a long crack from $a=0$ to $h$ leads to the same final state and so releases the same total energy, $\int_0^hG(a)\,da$ per unit length. Dividing by $h$ gives $Z=1.1215^2\pi/2=1.98$.

Against an assumed toughness of 3 J/m² the example lies just below cracking. The margin is smaller than the uncertainty of that input: a fracture toughness between 0.8 and 1.1 MPa√m corresponds to 2.0 to 3.8 J/m² with this $\bar E_f$, so the comparison gives the scale and does not decide whether such a film cracks. At fixed $\sigma_m$, $G$ is proportional to $h$, and the threshold would be reached at $0.5\times3/2.5=0.6$ µm.

Cutting this film into wide mesas does little for the stress at their centres. For a width of 50 µm, $L=25$ µm and $4\ell/(\pi L)=0.045$; the membrane series gives a loss of 0.048. The centre keeps 95% of the stress.

## The real case

The numbers lie in the regime of gallium nitride grown on silicon, as rough values; device stacks are often several micrometres thick. The film is hexagonal, not isotropic: commonly quoted elastic constants give a biaxial modulus near 480 GPa and a plane-strain modulus near 360 GPa, against 400 and 320 GPa here. At the same mismatch strain this raises $\sigma_m$ by about 20% and the energy scale $\sigma_m^2h/\bar E_f$ by about a quarter, enough to lift $G$ above 3 J/m². Such stacks commonly use buffer layers that introduce compression during growth to offset the thermal tension. The 800 MPa is therefore the model's thermal part, not a prediction for a finished wafer. If the growth stress is uniform through the film, it changes $\sigma_m$ and leaves $s(x)$ unchanged. A graded buffer can change both.

Silicon is elastically anisotropic. Varying its modulus from 130 to 190 GPa, with the film held fixed, moves the 90% distance from $16.7h$ to $11.8h$, compared with $13.1h$ above. Softening of the moduli over the cooling range is roughly 6%, a smaller effect.

A real wafer also bends. Take first a plate of thickness $H\gg h$ that bends in one direction only. The film force causes a surface strain $-\sigma_mh/(\bar E_sH)$ by compression. Its moment $\sigma_mhH/2$ acts on the stiffness $\bar E_sH^3/12$ and adds $-3\sigma_mh/(\bar E_sH)$ at the surface. The film loses the fraction $4\ell/H$, which is 0.5% for $H=700$ µm. A wafer that bends equally in both directions has $E/(1-\nu)$ in place of each $\bar E$; with equal Poisson ratios the modulus ratio, and hence this fraction, is the same. The fraction equals the edge deficit at $x=H/(2\pi)\approx110$ µm, so the half-space tail should be used only well inside that distance. The 99% distance of 59 µm is already too close to this limit to be reliable on such a wafer: the bending loss is half the edge deficit there.

Plastic flow is harder to bound. It concerns edges and cracks already present during cooling; an edge etched afterwards loads the substrate only at room temperature. The interface shear at $x=h$ is 150 MPa after full cooling and 30 MPa after the first 200 K, when silicon is still hot enough that it may yield. Flow would let the substrate give way near the edge, and the elastic recovery distances would no longer apply there. The numerical output below lists the remaining values.

## Table of computed values

```
film thickness h = 0.5 um; Poisson ratio = 0.25
Young moduli: film 300, substrate 170 GPa
plane-strain moduli: 320.0, 181.3 GPa
modulus ratio = 1.765; length l = 0.882 um
expansion mismatch = 2.0e-06 1/K; cooling = 1000 K
mismatch strain = 2.00e-03
far film stress sigma_m = 800 MPa
example, average stress: x/h, s full, s membrane, stress in MPa
    0.5 0.258 0.379 207
    1.0 0.369 0.498 295
    2.0 0.522 0.628 418
    5.0 0.751 0.789 600
   10.0 0.869 0.881 695
   20.0 0.936 0.938 749
   50.0 0.976 0.976 780
  100.0 0.988 0.988 791
example 50% recovery: 1.83 h = 0.92 um
example 90% recovery: 13.08 h = 6.54 um
example 99% recovery: 117.66 h = 58.83 um
modulus ratio 0.1: 50% at 0.78 h, 90% at 2.92 h
modulus ratio 1: 50% at 1.37 h, 90% at 8.03 h
modulus ratio 10: 50% at 6.48 h, 90% at 69.35 h
equal moduli: 99% at 67.0 h
thickness doubled: 50% distance grows by factor 2.001
coarse/fine mesh, 50% distance: 0.998
full deficit / line-force tail, equal, x=30h: 1.100
full deficit / line-force tail, equal, x=200h: 1.024
full deficit / line-force tail, example, x=30h: 1.119
full deficit / line-force tail, example, x=200h: 1.033
log-log slope of deficit, 50h-200h: edge -1.04, crack -1.99
stiff film (ratio 10), x=l: full 0.589, membrane 0.604
rigid substrate decay length: full 1.054 h, shear lag 0.943 h
example at x=h: s near top 0.067, near interface 0.734
parallel stress at top corner / sigma_m = 0.750
crack, example: 50% at 0.91 h, 90% at 5.75 h
crack energy factor Z: example 2.501, equal moduli 1.967
equal-moduli Z from edge-crack solution = 1.976
energy scale sigma_m^2 h/E' = 1.00 J/m2
crack driving force G = 2.50 J/m2 (rough toughness 3 J/m2)
mesa width 50 um: membrane centre s = 0.952
wafer 700 um: stress loss by bending 0.50 %
substrate 130 / 190 GPa: 90% at 16.7 / 11.8 h
modulus softening over cooling range, rough: 6 %
interface shear at x=h: 150 MPa cold, 30 MPa after first 200 K
```
